# Why Retention Activation Energy Rises with the Charge-Loss Criterion

**Q.** I bake programmed charge-trap cells at several temperatures and record when each has lost a chosen fraction of its charge. The Arrhenius plot is straight, but its slope grows when I choose a larger fraction. The cells and the temperatures are the same. Why is there not one activation energy?

**A.** A likely reason is that the traps have a range of depths, and your criterion selects which of them sets the clock. To see this we need a definite model.

Let \(g(E)\) be the density of trapped electrons over depth \(E\) at the start of the bake, normalised so that \(\int g\,dE=1\). I assume that this starting distribution is the same at every temperature, that the cell is at the bake temperature from the first moment, that an emitted electron does not return, and that your signal is proportional to the charge left. An electron at depth \(E\) leaves at the rate \(\nu e^{-\beta E}\), with \(\beta=1/kT\) and one attempt frequency \(\nu\) for all depths. The population at that depth then decays as \(e^{-x}\), where

\[
x=\nu t\,e^{-\beta E},
\]

and the lost fraction is

\[
L(t,\beta)=\int g(E)\,\bigl(1-e^{-x}\bigr)\,dE .
\]

Your failure time \(t_f\) solves \(L(t_f,\beta)=f\). The apparent activation energy is the local Arrhenius slope at fixed criterion,

\[
E_a=\left(\frac{\partial\ln t_f}{\partial\beta}\right)_f .
\]

**Q.** What does that slope measure, if there is no single depth?

**A.** Follow the condition \(L=f\) as the temperature changes. From the definition of \(x\), \(\partial x/\partial\ln t=x\) and \(\partial x/\partial\beta=-Ex\). Hence

\[
\frac{\partial L}{\partial\ln t}=\int g\,x e^{-x}\,dE,\qquad
\frac{\partial L}{\partial\beta}=-\int g\,x e^{-x}E\,dE .
\]

At fixed \(f\) the total change of \(L\) vanishes:

\[
\frac{\partial L}{\partial\ln t}\,d\ln t_f+\frac{\partial L}{\partial\beta}\,d\beta=0 .
\]

Solving for the slope gives

\[
E_a=\frac{\int E\,w\,dE}{\int w\,dE}\equiv\langle E\rangle_w,\qquad w=g\,x e^{-x}.
\]

The weight \(w\) is the rate of loss per unit of \(\ln t\) from depth \(E\). So \(E_a\) is the mean depth of the traps that are emptying when the criterion is met. Traps that emptied long before have large \(x\), and those still waiting have small \(x\); both carry little weight.

**Q.** Shallow traps empty first, so the average should move deeper. Is that a tendency, or must it happen?

**A.** Within this model it must. At fixed temperature a larger \(f\) means a later time. Since \(\ln w=\ln g+\ln x-x\), we have \(\partial\ln w/\partial\ln t=1-x\). Differentiating the normalised average,

\[
\frac{\partial E_a}{\partial\ln t}
=\langle E(1-x)\rangle_w-\langle E\rangle_w\langle 1-x\rangle_w
=-\mathrm{Cov}_w(E,x).
\]

The covariance can be written over pairs of depths, with \(W=\int w\,dE\):

\[
\mathrm{Cov}_w(E,x)=\frac{1}{2W^2}\iint w\,w'\,(E-E')(x-x')\,dE\,dE' .
\]

With a common \(\nu\), the deeper trap of any pair has the smaller \(x\), so the product of differences is negative. The covariance is therefore negative unless all traps share one depth. As \(\partial L/\partial\ln t=W>0\),

\[
\frac{\partial E_a}{\partial f}=-\frac{\mathrm{Cov}_w(E,x)}{W}>0 .
\]

No particular shape of \(g\) was needed.

**Q.** I fit a line through several temperatures. Does the result carry over to the fitted slope?

**A.** Yes, if the same temperatures are used for each criterion. For ordered points \(\beta_i\) with mean \(\bar\beta\), the least-squares slope is

\[
m=\frac{1}{S}\sum_i(\beta_i-\bar\beta)\ln t_i,\qquad S=\sum_i(\beta_i-\bar\beta)^2 .
\]

Insert \(\ln t_i=\ln t_1+\int_{\beta_1}^{\beta_i}E_a\,d\beta\). The constant \(\ln t_1\) drops out because \(\sum_i(\beta_i-\bar\beta)=0\), leaving

\[
m=\int_{\beta_1}^{\beta_n}K(\beta)E_a(\beta)\,d\beta,\qquad
K(\beta)=\frac{1}{S}\sum_{\beta_i>\beta}(\beta_i-\bar\beta).
\]

\(K\) is positive inside the window, since it sums the upper members of an ordered set whose deviations total zero. Each local slope rises with \(f\), so the fitted slope does too.

**Q.** Can I read a trap depth from the slope?

**A.** You can when \(kT\) is small compared with the spread of depths and the criterion does not lie far out in the tail of \(g\). Let \(G(E)\) be the fraction of traps shallower than \(E\). Integrate \(L\) by parts, using \(dx/dE=-\beta x\). The boundary terms vanish because \(G\to0\) on the shallow side and \(1-e^{-x}\to0\) on the deep side:

\[
L=\int G(E)\,\beta x e^{-x}\,dE .
\]

Define \(E_d=kT\ln(\nu t)\) and \(u=\beta(E-E_d)\), so that \(x=e^{-u}\). The kernel is then a normalised probability density in \(u\), the Gumbel density \(e^{-u}\exp(-e^{-u})\). With \(x\) as the integration variable its mean is \(-\int_0^\infty\ln x\,e^{-x}dx=\gamma\approx0.577\), and its second moment is \(\int_0^\infty(\ln x)^2e^{-x}dx=\gamma^2+\pi^2/6\). In energy, this emission window is centred at \(E_d+\gamma kT\) and has standard deviation \(\pi kT/\sqrt6\).

When the window is narrow, \(L\approx G(E_d+\gamma kT)\). Reaching \(L=f\) puts its centre at the quantile \(E_f\), defined by \(G(E_f)=f\), whatever the temperature. Thus, provided \(g\) is smooth and nonzero there,

\[
E_a\to E_f,\qquad \ln t_f\approx\frac{E_f}{kT}-\ln\nu-\gamma .
\]

The lines for different criteria have different slopes but nearly one intercept, which is where the common attempt frequency shows.

**Q.** My bakes are hot. How much does the width of the window matter?

**A.** Take Gaussian depths with mean \(\mu\) and standard deviation \(\sigma\), and let \(z\) be the standard normal quantile of \(f\). The integral for \(L\) is the probability that a random depth lies below \(E_d+kTU\), where \(U\) is an independent Gumbel variable. Equivalently, depth minus \(kTU\) lies below \(E_d\). That difference has mean \(\mu-\gamma kT\) and variance

\[
s^2=\sigma^2+\frac{\pi^2(kT)^2}{6}.
\]

Treating it as Gaussian, which neglects the skewness of \(U\), gives \(E_d=\mu-\gamma kT+zs\). Since \(\ln t_f=\beta E_d-\ln\nu\),

\[
\ln t_f\approx\beta\mu-\gamma-\ln\nu+z\sqrt{\beta^2\sigma^2+\pi^2/6}.
\]

Differentiating with respect to \(\beta\),

\[
E_a\approx\mu+\frac{z\sigma^2}{s}.
\]

The exact quantile is \(\mu+z\sigma\), so thermal broadening pulls the slopes towards the mean. The neglected skewness enters at order \((kT)^3/\sigma^2\) and matters more for very small \(f\): with the nitride values below, at 498 K, the formula is too low by 0.016 eV at 1 % loss and by 0.044 eV at 0.1 %.

In the opposite limit, \(\sigma\ll kT\), all traps have nearly the same \(x_0=-\ln(1-f)\). To first order in \(\delta=E-\mu\), \(xe^{-x}\approx x_0e^{-x_0}[1-\beta(1-x_0)\delta]\). Averaging \(\delta\) with this weight gives

\[
E_a\approx\mu-\frac{\sigma^2}{kT}\bigl[1+\ln(1-f)\bigr].
\]

The rise survives but shrinks as \(\sigma^2\), and a single level has none.

**Q.** Put in numbers for a nitride cell.

**A.** I take \(\mu=1.70\) eV, \(\sigma=0.12\) eV and \(\nu=10^{13}\ \mathrm{s^{-1}}\), rough values for silicon nitride, with bakes at 448, 473, 498 and 523 K. I summed the loss over a fine grid of depths and solved \(L=f\) numerically for each time.

| \(f\) | \(t_f\), 448 K (s) | \(t_f\), 523 K (s) | \(E_f\) (eV) | fitted \(E_a\) (eV) |
|---|---|---|---|---|
| 5 % | 2.82×10³ | 9.85 | 1.503 | 1.523 |
| 10 % | 9.97×10³ | 30.4 | 1.546 | 1.560 |
| 20 % | 4.51×10⁴ | 116 | 1.599 | 1.606 |
| 50 % | 7.72×10⁵ | 1.41×10³ | 1.700 | 1.698 |

The end temperatures correspond to \(\beta=25.90\) and \(22.19\ \mathrm{eV^{-1}}\), a difference of 3.715. For 5 %, \(\ln(2819/9.848)/3.715=1.523\) eV; for 50 %, \(\ln(7.717\times10^5/1408)/3.715=1.698\) eV. The slope rises by 0.17 eV although no trap has changed. Over this range the times follow each fitted line to about 0.1 %, so a straight plot does not rule out a spread of depths.

The shortest times need care in a real bake, because warming up takes time too. If the cell warms from 300 K with a time constant of 10 s, the fitted slope drops to 1.16 eV at 5 % but only to 1.69 eV at 50 %. Slow warming can thus imitate or exaggerate the trend, so use bakes much longer than the warm-up.

At 498 K, \(kT=0.0429\) eV and the window's standard deviation is 0.055 eV, not negligible beside 0.12 eV. For 5 % the window is centred at 1.480 eV, below the quantile, while the local \(E_a\) is 1.524 eV, above it. There are more traps on the deep side of the window, and they pull the average up. The Gaussian formula gives 1.521 eV.

The fitted prefactors run from \(2.1\times10^{-14}\) s at 5 % to \(6.2\times10^{-14}\) s at 50 %, compared with the sharp-limit value \(e^{-\gamma}/\nu=5.6\times10^{-14}\) s. An attempt frequency read from the 5 % intercept with that formula would be 2.7 times too large.

**Q.** What if the traps do not share an attempt frequency?

**A.** Then the order of emptying need not follow depth. Suppose first that every trap has the same depth \(E_0\) but the frequencies are spread. The loss depends on time and temperature through \(te^{-\beta E_0}\) alone. Fixing \(f\) fixes that product, so \(E_a=E_0\) for every criterion, however stretched the decay.

Now let deeper traps have larger frequencies, \(\ln\nu(E)=\ln\nu_0+(E-\mu)/E_c\). The formula \(E_a=\langle E\rangle_w\) still holds, but \(x\) varies with depth as \(\exp[E(1/E_c-\beta)]\). If \(E_c<kT\), deep traps empty first, the covariance is positive and \(E_a\) falls with \(f\). With \(\nu_0=10^{13}\ \mathrm{s^{-1}}\), \(E_c=0.020\) eV and the same depths at 498 K, it falls from 1.881 eV at 5 % to 1.702 eV at 50 %. This is a deliberately extreme illustration: a trap 1.88 eV deep then has an attempt frequency near \(10^{17}\ \mathrm{s^{-1}}\), far above lattice vibrations. For \(E_c>kT\) it still rises. A shared frequency is thus sufficient for the rise, but not necessary.

A common frequency that varies as \(T^2\) is harmless to the ordering. Then \(\partial x/\partial\beta=-(E+2kT)x\), and every \(E_a\) gains \(2kT\), or 0.086 eV at 498 K.

**Q.** Electrons can be caught again on their way out. Does that spoil the argument?

**A.** It can move the energies considerably. Suppose each emitted electron is recaptured with a temperature-independent probability \(p\), into plentiful empty traps distributed as \(g\). In the sharp limit, traps below a moving boundary re-emit at once and those above it hold their charge. Let \(G\) now be the value of \(G(E)\) at the boundary. A released electron finally escapes with probability \(q=(1-p)+pGq\), so \(q=(1-p)/(1-pG)\).

The remaining charge \(M\) lies above the boundary with the shape of \(g\). Advancing the boundary releases \(M\,dG/(1-G)\), hence

\[
\frac{dM}{M}=-\frac{(1-p)\,dG}{(1-G)(1-pG)}
=-\left[\frac{1}{1-G}-\frac{p}{1-pG}\right]dG .
\]

Integrating from \(M=1\) at \(G=0\) gives \(M=(1-G)/(1-pG)\). Setting \(1-M=f\) yields

\[
G=\frac{f}{1-p+pf}.
\]

This rises with \(f\), so in the sharp limit \(E_a\) still does. For an assumed \(p=0.9\) and \(f=0.05\), \(G=0.05/0.145=0.345\), at a depth of 1.652 eV. Diagonalising the full rate matrix gives slopes between 448 and 523 K of 1.651, 1.700, 1.752 and 1.833 eV for the four criteria. They lie 0.13 to 0.15 eV above those without recapture.

**Q.** How close is this to a real cell, and may I extrapolate to the temperature of use?

**A.** The example resembles a cell with a continuous nitride layer and a thick tunnel oxide, where emitted electrons leave sideways. Its depths and frequency are rough, and a 50 % loss is far beyond what a working memory tolerates. Real cells break the no-return assumption, and I do not know their \(p\); the shift above shows what is at stake. They also break the assumption of fixed barriers. For \(5\times10^{12}\) electrons per cm², half the flux of the sheet gives a nitride field \(F=0.60\) MV/cm (static permittivity 7.5). If the empty traps are positively charged, and fixed negative charge balanced them before programming, Poole–Frenkel lowering is \(\Delta_0=\sqrt{e^3F/(\pi\varepsilon_0\varepsilon_\infty)}=0.295\) eV, with \(\varepsilon_\infty=4\). This treats the charge as a thin sheet in thick nitride; in a film of a few nanometres, an electron that leaves sideways gains less. Take \(E\) as the depth at that initial field, and let the field fall in proportion to the charge. Every barrier then grows by \(\Delta_0(1-\sqrt{1-L})\), which stretches time equally for all traps. Integrating that stretch raises the slope between 448 and 523 K by 0.006 eV at 5 % and by 0.08 eV at 50 %, so the trend steepens. Such feedback would make the slope rise with \(f\) even for a single depth, so a rise alone does not prove a spread of depths.

For extrapolation, use the slope belonging to your own criterion. From 448 to 328 K, \(\beta\) grows by \(9.48\ \mathrm{eV^{-1}}\). Starting from the 5 % time, the 50 % slope predicts a lifetime \(e^{0.175\times9.48}\approx5\) times as long as the 5 % slope does.

Even the right slope covers thermal emission alone. The model's thermal 5 % time at 328 K is \(4.9\times10^9\) s. Compare direct tunnelling from the oxide interface through 5 nm of oxide. I use the semiclassical time \(\nu^{-1}\exp(2\int\kappa\,dy)\), where \(\hbar\kappa\) is the square root of twice the mass times the local barrier. The mass is 0.42 electron masses. The barrier starts at \(1.05+1.50=2.55\) eV, the band offset plus the 5 % depth, and is tilted by 1.16 MV/cm. The result, about \(5\times10^8\) s, is the mean life of a trap at that one depth. For a fair comparison with the thermal time, apply the formula to every depth and ask when 5 % of the charge has tunnelled out, taking all of it to sit at the interface. That happens after about \(1.0\times10^8\) s. This is far longer than the longest bake time here, \(7.7\times10^5\) s, but fifty times shorter than the thermal time at 328 K. The estimate takes the thermal depth as the full depth below the band edge. If the full Poole–Frenkel lowering above applies, every level lies 0.295 eV deeper, and the 5 % tunnelling time becomes about \(2.2\times10^9\) s, still shorter than the thermal time but of the same order. The order of the two times is fragile. Without the extra depth, 5.5 nm of oxide or a mass of 0.50 electron masses already raises the 5 % tunnelling time to about \(10^{10}\) s, longer than the thermal time. So does spreading the charge evenly through 6 nm of nitride, which gives roughly \(1\times10^{10}\) to \(3\times10^{10}\) s for a tunnelling mass in the nitride between 0.25 and 0.5 electron masses. But where the oxide is thin enough and the charge lies close to it, a bake that looks purely thermal can miss the process that limits storage.

Numerical values quoted here were computed with a short program.
